**Adler's equation outside the locking range: beat frequency and spectrum**

For a phase difference φ obeying dφ/dt = 2π(detuning − half-width · sin φ), with detuning larger than half-width, the beat frequency is √(detuning² − half-width²). Detuning is the free oscillator frequency minus the drive frequency, and half-width is half of the full locking range. The program integrates the equation numerically and asserts that the slip frequency agrees with this formula at three detunings. It also asserts the closed-form phase history, the extreme difference frequencies, the time spent in the slow half-turn, the spectral line powers, and the settling of the phase at 8 MHz detuning. A separate amplitude model, in which the power remains a variable, must approach the same beat as its damping grows, and must lock at 9.5 MHz but slip at 10.5 MHz. For a half-width of 10 MHz and a detuning of 12.5 MHz, the output shows a beat of 7.5 MHz and a slip period of 133.33 ns. The amplitude model gives 7.4816 MHz and 7.4954 MHz for damping slopes Γ/2π of 1000 and 4000 MHz.

## Program and output

```python
# Result under test: for Adler's equation
#     dphi/dt = 2 pi (detuning - half_width * sin(phi)),  detuning > half_width,
# the phase slips periodically with beat frequency
#     sqrt(detuning**2 - half_width**2).
# phi: oscillator phase minus drive phase (up to a constant offset), in rad.
# detuning: free oscillator frequency minus drive frequency, in MHz.
# half_width: half of the full locking range, in MHz. Time is in microseconds.
# The reduction to Adler's equation is tested on a complex amplitude model with
# nu (nonlinear frequency shift) and damping (power restoring slope / 2 pi, MHz).
import numpy as np
from scipy.integrate import solve_ivp

TWO_PI = 2 * np.pi
half_width = 10.0
detuning = 12.5


def integrate_adler(det, duration, stop_phase=None):
    def rate(t, phase):
        return TWO_PI * (det - half_width * np.sin(phase))

    events = None
    if stop_phase is not None:
        def reached(t, phase):
            return phase[0] - stop_phase
        reached.terminal = True
        events = reached
    return solve_ivp(rate, (0, duration), [0.0], method="DOP853",
                     rtol=1e-11, atol=1e-12, events=events, dense_output=True)


def time_to_phase(det, phase):
    return integrate_adler(det, 2.0, phase).t_events[0][0]


def beat_formula(det):
    return np.sqrt(det**2 - half_width**2)


# Slip frequency from direct integration, at several detunings
for det in (10.5, 12.5, 30.0):
    assert abs(1 / time_to_phase(det, TWO_PI) / beat_formula(det) - 1) < 1e-7
period = time_to_phase(detuning, TWO_PI)
beat_numeric = 1 / period
beat = beat_formula(detuning)
assert abs(beat_numeric - 7.5) < 1e-6

# Closed-form phase history over several slips
history = integrate_adler(detuning, 0.5)
times = np.linspace(0, 0.5, 1001)
numeric_phase = history.sol(times)[0]
start_angle = np.arctan(half_width / beat)
closed_phase = 2 * np.arctan(half_width / detuning + beat / detuning
                             * np.tan(np.pi * beat * times - start_angle))
history_error = np.max(np.abs(np.exp(1j * numeric_phase)
                              - np.exp(1j * closed_phase)))
assert history_error < 1e-6

# Extreme instantaneous frequencies from finite differences of the phase
samples = 4096
grid = np.arange(samples) * period / samples
one_slip = history.sol(grid)[0]
inst_freq = np.gradient(one_slip, grid) / TWO_PI
slowest, fastest = inst_freq.min(), inst_freq.max()
assert abs(slowest - (detuning - half_width)) < 1e-3
assert abs(fastest - (detuning + half_width)) < 1e-3
assert abs(np.sqrt(slowest * fastest) - beat_numeric) < 2e-3

# Time spent in the slow half-turn 0 < phi < pi
dwell = time_to_phase(detuning, np.pi)
dwell_fraction = dwell / period
assert abs(dwell_fraction - (0.5 + start_angle / np.pi)) < 1e-7

# Line powers of exp(i phi): Fourier sum against the geometric law
line_power = np.abs(np.fft.fft(np.exp(1j * one_slip)) / samples)**2
q = (detuning - beat) / half_width
law = np.array([q**2] + [(1 - q**2)**2 * q**(2 * (n - 1)) for n in range(1, 7)])
assert np.max(np.abs(line_power[:7] - law)) < 1e-7
assert np.max(line_power[samples // 2:]) < 1e-10
assert np.argmax(line_power) == 1

# Inside the locking range the phase settles and the beat vanishes
locked_detuning = 8.0
locked_phase = integrate_adler(locked_detuning, 1.0).y[0, -1]
assert abs(locked_phase - np.arcsin(locked_detuning / half_width)) < 1e-7

# Full amplitude model: power is kept as a dynamical variable
nu = 2.0
drive = half_width / np.sqrt(1 + nu**2)


def slip_times_full(det, damping, duration=1.0):
    def rate(t, state):
        a = state[0] + 1j * state[1]
        excess = abs(a)**2 - 1
        da = TWO_PI * (-1j * (det + nu * damping * excess) * a
                       - damping * excess * a + drive)
        return [da.real, da.imag]

    def full_turn(t, state):
        return state[1]
    full_turn.direction = -1
    run = solve_ivp(rate, (0, duration), [np.cos(1.0), -np.sin(1.0)],
                    method="LSODA", rtol=1e-9, atol=1e-11, events=full_turn)
    assert run.success
    return run.t_events[0]


full_beats = {}
for damping in (1000.0, 4000.0):
    slips = slip_times_full(detuning, damping)
    full_beats[damping] = (len(slips) - 1) / (slips[-1] - slips[0])
error_low = abs(full_beats[1000.0] - beat)
error_high = abs(full_beats[4000.0] - beat)
assert error_high < 0.01 * beat
assert error_high < 0.5 * error_low
slips_inside = len(slip_times_full(9.5, 4000.0))
slips_outside = len(slip_times_full(10.5, 4000.0))
assert slips_inside == 0 and slips_outside >= 2

print(f"locking half-width: {half_width:.1f} MHz")
print(f"detuning: {detuning:.1f} MHz")
print(f"beat frequency, formula: {beat:.4f} MHz")
print(f"beat frequency, integrated Adler equation: {beat_numeric:.4f} MHz")
print(f"slip period: {1e3 * period:.2f} ns")
print(f"ratio half-width/detuning: {half_width / detuning:.3f}")
print(f"ratio beat/detuning: {beat / detuning:.3f}")
print(f"start angle arctan(half-width/beat): {start_angle:.4f} rad")
print(f"largest error of closed-form exp(i phi): {history_error:.1e}")
print(f"slowest instantaneous difference frequency: {slowest:.3f} MHz")
print(f"fastest instantaneous difference frequency: {fastest:.3f} MHz")
print(f"time in slow half-turn: {1e3 * dwell:.2f} ns")
print(f"time in fast half-turn: {1e3 * (period - dwell):.2f} ns")
print(f"fraction of period in slow half-turn: {dwell_fraction:.4f}")
print(f"spectral parameter q: {q:.3f}")
for n in range(4):
    print(f"line {n}: offset from drive {n * beat_numeric:.2f} MHz, "
          f"power fraction {line_power[n]:.4f}")
print(f"locked test detuning: {locked_detuning:.1f} MHz")
print(f"locked phase at that detuning: {locked_phase:.4f} rad")
print(f"amplitude model, nu: {nu:.1f}")
print(f"amplitude model, drive g/2pi: {drive:.4f} MHz")
for damping, value in full_beats.items():
    print(f"amplitude model, damping/2pi {damping:.0f} MHz: beat {value:.4f} MHz")
print(f"amplitude model, slips in 1 us at 9.5 MHz detuning: {slips_inside}")
print(f"amplitude model, slips in 1 us at 10.5 MHz detuning: {slips_outside}")
print("done: every assertion held")
```

Output:

```
locking half-width: 10.0 MHz
detuning: 12.5 MHz
beat frequency, formula: 7.5000 MHz
beat frequency, integrated Adler equation: 7.5000 MHz
slip period: 133.33 ns
ratio half-width/detuning: 0.800
ratio beat/detuning: 0.600
start angle arctan(half-width/beat): 0.9273 rad
largest error of closed-form exp(i phi): 1.2e-09
slowest instantaneous difference frequency: 2.500 MHz
fastest instantaneous difference frequency: 22.500 MHz
time in slow half-turn: 106.02 ns
time in fast half-turn: 27.31 ns
fraction of period in slow half-turn: 0.7952
spectral parameter q: 0.500
line 0: offset from drive 0.00 MHz, power fraction 0.2500
line 1: offset from drive 7.50 MHz, power fraction 0.5625
line 2: offset from drive 15.00 MHz, power fraction 0.1406
line 3: offset from drive 22.50 MHz, power fraction 0.0352
locked test detuning: 8.0 MHz
locked phase at that detuning: 0.9273 rad
amplitude model, nu: 2.0
amplitude model, drive g/2pi: 4.4721 MHz
amplitude model, damping/2pi 1000 MHz: beat 7.4816 MHz
amplitude model, damping/2pi 4000 MHz: beat 7.4954 MHz
amplitude model, slips in 1 us at 9.5 MHz detuning: 0
amplitude model, slips in 1 us at 10.5 MHz detuning: 3
done: every assertion held
```
